\section*{Bound-electron $g$ factors from the mass dependence of Dirac energy levels, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The claim and the definition of $g$}

\paragraph{Q.} I am told that the $g$ factor of an electron bound in a central potential can be read off from the way its energy level depends on the electron mass, with no magnetic field in the calculation. I doubt it. A magnetic moment is a matrix element of the current and probes the shape of the wave function, while an energy is one number. What exactly is claimed, and under which conditions?

\paragraph{A.} Take units $\hbar=c=1$ and the Dirac Hamiltonian
\begin{equation}
H=\boldsymbol\alpha\cdot\mathbf p+\beta m+V(r),\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\label{eq:H}
\end{equation}
Here $V(r)$ is a static, local, central potential energy that multiplies the unit matrix, as an electrostatic potential does. Its source is infinitely heavy and has no spin, and radiative corrections are left out. For a bound level with energy $E$ (rest mass included), angular momentum $j$ and Dirac quantum number $\kappa=\pm(j+\tfrac12)$, the claim is
\begin{equation}
g=-\frac{\kappa}{2j(j+1)}\left(1-2\kappa\,\frac{\partial E}{\partial m}\right),
\label{eq:theorem}
\end{equation}
where the derivative is taken with the function $V(r)$ held fixed. The words ``central potential'' have to be read within these limits. The formula is false for a potential that multiplies $\beta$, and it is false if a mass hidden inside $V$ is varied along with the $m$ of Eq.~\eqref{eq:H}.

\paragraph{Q.} Before any proof, define $g$. The Hamiltonian \eqref{eq:H} has no spin magnetic moment in it.

\paragraph{A.} It needs none. A particle of charge $q$ couples through $\mathbf p\to\mathbf p-q\mathbf A$. For the electron $q=-|e|$, so the perturbation is $\delta H=+|e|\,\boldsymbol\alpha\cdot\mathbf A$, and there is no term quadratic in $\mathbf A$ because $H$ is linear in $\mathbf p$. A uniform field $\mathbf B=B\hat{\mathbf z}$ has $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. The components of $\mathbf r$ and $\boldsymbol\alpha$ commute, so the triple product may be permuted cyclically, $\boldsymbol\alpha\cdot(\mathbf B\times\mathbf r)=\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$, and
\begin{equation}
\delta H=\frac{|e|B}{2}\,(\mathbf r\times\boldsymbol\alpha)_z .
\end{equation}
The $g$ factor is defined by the part of the shift that is linear in $B$, namely $\delta E=g\,\mu_B B\,m_j$ with $\mu_B=|e|/2m$ and $m_j$ the eigenvalue of $J_z$. First-order perturbation theory gives $\delta E=\langle\delta H\rangle$, and dividing by $\mu_BBm_j$,
\begin{equation}
g=\frac{m}{m_j}\,\bigl\langle(\mathbf r\times\boldsymbol\alpha)_z\bigr\rangle .
\label{eq:gdef}
\end{equation}

\paragraph{Q.} The level is degenerate. You have no right to use a diagonal matrix element alone.

\paragraph{A.} The diagonal element is the first-order shift if $\delta H$ has no matrix elements between different states of the degenerate set. The $2j+1$ states of one level differ in $m_j$, and $\delta H$ is invariant under rotations about $z$, so it commutes with $J_z$ and does not connect them. In the Coulomb field the levels $\kappa$ and $-\kappa$ are also degenerate. The parity operator is $\beta$ times the inversion $\mathbf r\to-\mathbf r$. Since $\beta\boldsymbol\alpha\beta=-\boldsymbol\alpha$, both factors of $\mathbf r\times\boldsymbol\alpha$ change sign and $\delta H$ is even, while the states $\kappa$ and $-\kappa$ have opposite parity, as the next section shows. They are not mixed. What must be assumed is that the level is not degenerate with a level of the same parity and different $j$, and that $\mu_BB$ is small compared with the distance to such levels. In a stronger field $j$ ceases to be a good quantum number and a single $g$ no longer describes the splitting.

\section{Radial equations}

\paragraph{Q.} The formula is odd in places under $\kappa\to-\kappa$, so a sign convention could ruin it. Fix the conventions in front of me.

\paragraph{A.} Let $\Omega_{\kappa m_j}(\mathbf n)$, with $\mathbf n=\mathbf r/r$, be a two-component function on the unit sphere, normalised to one, that is an eigenfunction of $L^2$, $J^2$ and $J_z$, where $\mathbf J=\mathbf L+\tfrac12\boldsymbol\sigma$. Squaring $\mathbf J$ gives $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34$, so $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$. This equals $l$ for $j=l+\tfrac12$ and $-l-1$ for $j=l-\tfrac12$. The number $\kappa$ is defined by
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf L+1)\,\Omega_{\kappa}=-\kappa\,\Omega_{\kappa},
\label{eq:kappa}
\end{equation}
so $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. In both cases $|\kappa|=j+\tfrac12$, and therefore
\begin{equation}
j(j+1)=\kappa^2-\tfrac14 .
\label{eq:jj}
\end{equation}
The states $s_{1/2},p_{1/2},p_{3/2},d_{3/2},d_{5/2}$ have $\kappa=-1,+1,-2,+2,-3$. For given $j$ the values $\kappa=\pm(j+\tfrac12)$ carry $l=j\pm\tfrac12$, which differ by one, so their parities $(-1)^l$ are opposite.

The operator $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$ is Hermitian, has $\sigma_r^2=1$, commutes with $\mathbf J$ (a scalar product of two vector operators does, as shown in the next section) and is odd under inversion. So $\sigma_r\Omega_\kappa$ has unit norm, the same $j$ and $m_j$ and the opposite parity, and it must equal $\Omega_{-\kappa}$ times a phase. The phase is fixed by the choice
\begin{equation}
\sigma_r\Omega_{\kappa}=-\Omega_{-\kappa},
\label{eq:sr}
\end{equation}
which is consistent for both signs of $\kappa$ because $\sigma_r^2=1$.

The product rule $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ with $\mathbf a=\mathbf n$, $\mathbf b=\mathbf p$ gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r$. Multiplying from the left by $\sigma_r$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\Bigl(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Bigr).
\end{equation}
Act on $f(r)\Omega_\kappa$, use $\boldsymbol\sigma\cdot\mathbf L=-\kappa-1$ from \eqref{eq:kappa} and then \eqref{eq:sr}:
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\;f\,\Omega_\kappa=i\Bigl(f'+\frac{1+\kappa}{r}f\Bigr)\Omega_{-\kappa}.
\label{eq:sp}
\end{equation}
For $f=u/r$ one has $f'=u'/r-u/r^2$, and the bracket becomes $(u'+\kappa u/r)/r$. Now write
\begin{equation}
\psi=\frac1r\begin{pmatrix}G(r)\,\Omega_{\kappa m_j}\\ iF(r)\,\Omega_{-\kappa m_j}\end{pmatrix},
\qquad \int_0^\infty(G^2+F^2)\,dr=1 .
\label{eq:ansatz}
\end{equation}
The lower row of $H\psi=E\psi$ reads $\boldsymbol\sigma\cdot\mathbf p\,(G\Omega_\kappa/r)=(E-V+m)\,iF\Omega_{-\kappa}/r$, and by \eqref{eq:sp} its left side is $i(G'+\kappa G/r)\Omega_{-\kappa}/r$. The upper row reads $\boldsymbol\sigma\cdot\mathbf p\,(iF\Omega_{-\kappa}/r)=(E-V-m)\,G\Omega_\kappa/r$, and by \eqref{eq:sp} with $\kappa\to-\kappa$ its left side is $i\cdot i\,(F'-\kappa F/r)\Omega_\kappa/r$. Hence
\begin{align}
G'+\frac{\kappa}{r}G&=(E-V+m)\,F,\label{eq:radG}\\
F'-\frac{\kappa}{r}F&=-(E-V-m)\,G.\label{eq:radF}
\end{align}
The coefficients are real, so $G$ and $F$ can be taken real. The label $\kappa$ of the state is that of its upper component. The opposite phase in \eqref{eq:sr} would reverse the sign of $F$ and of $\Omega_{-\kappa}$ together and leave $\psi$, and with it $g$, unchanged.

\section{The angular integral}

\paragraph{Q.} Now the matrix element. It connects harmonics of different $l$, and I expect products of Clebsch--Gordan coefficients that depend on $m_j$ in an ugly way.

\paragraph{A.} They collapse. Put $T=(\mathbf n\times\boldsymbol\sigma)_z$, a Hermitian $2\times2$ matrix. Then $(\mathbf r\times\boldsymbol\alpha)_z$ is $rT$ in each off-diagonal block. The factor $1/r^2$ from \eqref{eq:ansatz} cancels the $r^2$ of the volume element, and
\begin{equation}
\bigl\langle(\mathbf r\times\boldsymbol\alpha)_z\bigr\rangle
=\Bigl[\,i\!\int\!\Omega_\kappa^\dagger\,T\,\Omega_{-\kappa}\,d\Omega+\text{c.c.}\Bigr]\int_0^\infty rGF\,dr .
\label{eq:split}
\end{equation}
Replace $\Omega_{-\kappa}$ by $-\sigma_r\Omega_\kappa$ and evaluate $T\sigma_r$ with $\sigma_b\sigma_c=\delta_{bc}+i\epsilon_{bcd}\sigma_d$:
\begin{align}
T\sigma_r&=\epsilon_{zab}\,n_a n_c\,\sigma_b\sigma_c
=\epsilon_{zab}n_an_b+i\,\epsilon_{zab}\,n_a\,(\mathbf n\times\boldsymbol\sigma)_b\nonumber\\
&=i\,[\mathbf n\times(\mathbf n\times\boldsymbol\sigma)]_z=i\,(n_z\sigma_r-\sigma_z).
\end{align}
The first term vanishes by antisymmetry, and the last step is $\mathbf n\times(\mathbf n\times\boldsymbol\sigma)=\mathbf n(\mathbf n\cdot\boldsymbol\sigma)-\boldsymbol\sigma$. The prefactors combine to $i\cdot(-1)\cdot i=+1$. With $\mathbf W=\mathbf n\,\sigma_r-\boldsymbol\sigma$, which is Hermitian, the first term in the bracket of \eqref{eq:split} is the real number $\langle W_z\rangle$ taken in the state $\Omega_{\kappa m_j}$, and the complex conjugate doubles it:
\begin{equation}
\bigl\langle(\mathbf r\times\boldsymbol\alpha)_z\bigr\rangle=2\langle W_z\rangle\int_0^\infty rGF\,dr .
\label{eq:Wz}
\end{equation}
The projection theorem then gives $\langle W_z\rangle=m_j\langle\mathbf W\cdot\mathbf J\rangle/[j(j+1)]$.

\paragraph{Q.} I do not want to take that theorem on trust.

\paragraph{A.} Call $\mathbf W$ a vector operator if $[J_i,W_k]=i\epsilon_{ikl}W_l$. Both $\mathbf n$ and $\boldsymbol\sigma$ are vector operators, the first through $\mathbf L$ and the second through $\tfrac12\boldsymbol\sigma$. The scalar product of two vector operators commutes with $\mathbf J$, because $[J_i,U_kW_k]=i\epsilon_{ikl}(U_lW_k+U_kW_l)=0$, the bracket being symmetric in $k,l$. So $\sigma_r$ commutes with $\mathbf J$, and our $\mathbf W$ is a vector operator.

Define $D_k=[J^2,W_k]$. Then
\begin{equation}
D_k=J_i[J_i,W_k]+[J_i,W_k]J_i=i\epsilon_{ikl}(J_iW_l+W_lJ_i).
\end{equation}
Move $J_i$ to the left in the second term with $W_lJ_i=J_iW_l-i\epsilon_{ilm}W_m$. This gives $D_k=2i\epsilon_{ikl}J_iW_l+\epsilon_{ikl}\epsilon_{ilm}W_m$. Now $\epsilon_{ikl}J_iW_l=-(\mathbf J\times\mathbf W)_k$, and $\epsilon_{ikl}\epsilon_{ilm}=-\epsilon_{kli}\epsilon_{mli}=-2\delta_{km}$, so
\begin{equation}
\mathbf D=[J^2,\mathbf W]=-2i\,\mathbf J\times\mathbf W-2\mathbf W .
\label{eq:D}
\end{equation}
Since $J_i$ commutes with $J^2$, $[J_i,D_k]=[J^2,[J_i,W_k]]=i\epsilon_{ikl}D_l$, so $\mathbf D$ is again a vector operator and \eqref{eq:D} applies to it:
\begin{equation}
[J^2,\mathbf D]=-2i\,\mathbf J\times\mathbf D-2\mathbf D
=-4\,\mathbf J\times(\mathbf J\times\mathbf W)+4i\,\mathbf J\times\mathbf W-2\mathbf D .
\end{equation}
The double cross product, with the order of operators kept, is
\begin{align}
[\mathbf J\times(\mathbf J\times\mathbf W)]_k&=J_iJ_kW_i-J^2W_k
=J_kJ_iW_i+i\epsilon_{ikm}J_mW_i-J^2W_k\nonumber\\
&=J_k(\mathbf J\cdot\mathbf W)+i(\mathbf J\times\mathbf W)_k-J^2W_k .
\end{align}
The terms in $\mathbf J\times\mathbf W$ cancel, $-4i+4i=0$, and $-2\mathbf D=-2J^2\mathbf W+2\mathbf WJ^2$, so
\begin{equation}
[J^2,[J^2,\mathbf W]]=2(J^2\mathbf W+\mathbf WJ^2)-4\,\mathbf J\,(\mathbf J\cdot\mathbf W).
\label{eq:double}
\end{equation}
In an eigenstate of $J^2$ the expectation value of any commutator with $J^2$ vanishes. The $z$ component of \eqref{eq:double} then says $0=4j(j+1)\langle W_z\rangle-4m_j\langle\mathbf J\cdot\mathbf W\rangle$, which is the theorem. The order in the scalar product is immaterial because $[J_i,W_i]=0$.

It remains to find $\mathbf W\cdot\mathbf J=\sigma_r\,\mathbf n\cdot\mathbf J-\boldsymbol\sigma\cdot\mathbf J$. Since $\mathbf n\cdot\mathbf L=0$, $\mathbf n\cdot\mathbf J=\tfrac12\sigma_r$ and the first term is $\tfrac12$. The second is $\boldsymbol\sigma\cdot\mathbf J=\boldsymbol\sigma\cdot\mathbf L+\tfrac32=\tfrac12-\kappa$ on $\Omega_\kappa$. Thus $\langle\mathbf W\cdot\mathbf J\rangle=\tfrac12-(\tfrac12-\kappa)=\kappa$. Inserting this in \eqref{eq:Wz} and \eqref{eq:gdef}, $m_j$ drops out and
\begin{equation}
g=\frac{\kappa}{j(j+1)}\;2m\int_0^\infty rGF\,dr .
\label{eq:gI}
\end{equation}

The $g$ factor has been reduced, in Eq.~\eqref{eq:gI}, to the single radial integral $\int_0^\infty rGF\,dr$. It remains to connect this integral with $\partial E/\partial m$, which will prove the claim \eqref{eq:theorem}, and to see where the formula fails.
